# Honeycomb density of states in complete elliptic integrals: a program that tests the result

```python
# Honeycomb lattice, nearest-neighbour hopping -t; rho = states per cell per spin.
# Bands E = +-t|f|, |f|^2 = 3 + 2[cos th1 + cos th2 + cos(th1-th2)], x = |E|/t, s = x^2.
# Claim: rho(E) = (2x/t) G,  G = <delta(s-|f|^2)> = K(m)/(pi^2 sqrt(Z0)), m = Z1/Z0,
#   F = (1+x)^3(3-x)/4, (Z0,Z1) = (F,4x) for x<1, (4x,F) for 1<x<3; K takes parameter m.
# Triangular lattice, hopping -tp: rho_tri(eps) = G(s = 3 - eps/tp)/tp.
# Limits: rho t = 2x/(sqrt3 pi)(1 + x^2/3 + 5x^4/27 + ..), 3/(2pi^2) ln(4/|1-x|) near x=1.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import ellipkm1
from scipy.integrate import quad
from scipy.optimize import root
from scipy.constants import physical_constants
pi, r3 = np.pi, np.sqrt(3.0)
EV = physical_constants['Hartree energy in eV'][0]

def parts(x):
    Z0 = (1+x)**3*(3-x)/4 if x < 1 else 4*x
    m1 = abs(1-x)**3*(3+x)/(4*Z0)          # 1 - m
    return Z0, m1, ellipkm1(m1)
def G(x):
    Z0, m1, K = parts(x)
    return K/(pi**2*np.sqrt(Z0))
def rho(x):                                 # t*rho
    return 2*x*G(x)
def integrate(g, hi=3.0):                   # int_0^hi t*rho(x) g(x) dx
    e = np.arange(0, hi+1e-9, 0.25)
    return sum(quad(lambda x: rho(x)*g(x), a, b, epsabs=1e-12, epsrel=1e-11,
                    limit=200)[0] for a, b in zip(e[:-1], e[1:]))
def s_of(t1, t2):
    return abs(1+np.exp(1j*t1)+np.exp(1j*t2))**2

# definition, pointwise: line integral over the contour around K (x<1) or Gamma (x>1)
def rho_contour(x, n=12000):
    ph = 2*pi*(np.arange(n)+0.5)/n
    c = np.array([np.cos(ph-2*pi*j/3) for j in range(3)])
    if x < 1: off, hi, sg, nv = 2*pi/3, (pi/3)/c.max(0), 1, 2
    else:     off, hi, sg, nv = 0.0, pi/abs(c).max(0), -1, 1
    lo = np.zeros(n)
    for _ in range(60):
        r = (lo+hi)/2
        inside = sg*(3+2*np.cos(off+r*c).sum(0)-x*x) < 0
        lo, hi = np.where(inside, r, lo), np.where(inside, hi, r)
    ds = abs((2*c*np.sin(off+r*c)).sum(0))
    return 2*x*nv*2*pi*np.mean(r/ds)/(8*pi**2/r3)
def G_w(x):                                 # one-dimensional integral over w = 4cos^2(beta)
    a, b, c = max(4, (1+x)**2), min(4, (1+x)**2), (1-x)**2
    return quad(lambda w: 1/np.sqrt(w*(a-w)), c, b, weight='alg', wvar=(-.5, -.5),
                epsabs=1e-12, limit=200)[0]/pi**2
for x in (0.05, 0.2, 0.5, 0.9, 0.99, 1.01, 1.1, 2.0, 2.9, 2.999):
    assert abs(rho_contour(x)/rho(x)-1) < 1e-8
for x in (0.2, 0.6, 1.5, 2.5):
    assert abs(2*x*G_w(x)/rho_contour(x)-1) < 1e-8

# finite periodic lattice built from geometry (d = 1, t = 1)
L = 9
a1, a2 = np.array([r3, 0]), np.array([r3/2, 1.5])
A = np.array([i*a1+j*a2 for i in range(L) for j in range(L)])
P = np.vstack([A, A+np.array([0, 1.0])])
D = np.min([np.linalg.norm(P[:, None]-P[None]+L*(i*a1+j*a2), axis=2)
            for i in (-1, 0, 1) for j in (-1, 0, 1)], axis=0)
H = -1.0*(abs(D-1) < 1e-9)
T = 1.0*(abs(D[:L*L, :L*L]-r3) < 1e-9)
assert np.allclose((H@H)[:L*L, :L*L], 3*np.eye(L*L)+T, atol=1e-12)
th = 2*pi*np.arange(L)/L
fk = np.sqrt(s_of(th[:, None], th[None])).ravel()
assert np.allclose(np.linalg.eigvalsh(H), np.sort(np.r_[fk, -fk]), atol=1e-10)
mom = []
for n in range(5):
    walks = np.linalg.matrix_power(H, 2*n)[0, 0]
    mom.append(integrate(lambda x: x**(2*n)))
    assert abs(mom[-1]/walks-1) < 1e-8
    tri = np.linalg.matrix_power(-T, n)[0, 0]       # moments of eps/tp = 3 - s
    assert abs(integrate(lambda x: (3-x*x)**n)-tri) < 1e-7

# Gaussian-broadened Brillouin-zone sum over both bands
th = 2*pi*np.arange(600)/600
fk = np.sqrt(s_of(th[:, None], th[None]))
gs = lambda y: np.exp(-y*y/0.02)/np.sqrt(0.02*pi)
for E0 in (0.0, 0.4, -1.0, 1.8, 3.0):
    assert abs(np.mean(gs(E0-fk)+gs(E0+fk))-integrate(lambda x: gs(E0-x)+gs(E0+x))) < 1e-8
t1, t2 = 0.7, -2.1
assert abs(s_of(t1, t2)-1-8*np.cos(t1/2)*np.cos(t2/2)*np.cos((t1-t2)/2)) < 1e-13
al, be = (t1+t2)/2, (t1-t2)/2
assert abs(s_of(t1, t2)-1-4*np.cos(be)**2-4*np.cos(be)*np.cos(al)) < 1e-13
fill = integrate(lambda x: 1.0, 1.0)
assert abs(fill-0.25) < 1e-9

# symbolic algebra: substitution and factorisations
a, b, c, d, w, X, r = sp.symbols('a b c d w X r')
v = (b-d)*(w-c)/((b-c)*(w-d)); m = (b-c)*(a-d)/((a-c)*(b-d))
Q = (a-w)*(b-w)*(w-c)*(w-d)
assert sp.cancel(sp.together(Q*sp.diff(v, w)**2-(a-c)*(b-d)*v*(1-v)*(1-m*v))) == 0
F = (1+X)**2-(X**2-1)**2/4
assert sp.expand(F-(1+X)**3*(3-X)/4) == 0 and sp.expand(F-4*X-(1-X)**3*(3+X)/4) == 0
assert sp.expand(4*w-(X**2-1-w)**2-(w-(1-X)**2)*((1+X)**2-w)) == 0

# properties of K by quadrature
Kq = lambda mm: quad(lambda p: (1-mm*np.sin(p)**2)**-.5, 0, pi/2, epsabs=1e-13)[0]
assert abs(Kq(0.7)-Kq(0.7/(0.7-1))/np.sqrt(0.3)) < 1e-10
mp.mp.dps = 30
m1 = mp.mpf('1e-4'); Lam = mp.log(4/mp.sqrt(m1))
Kn = mp.quad(lambda p: 1/mp.sqrt(mp.sin(p)**2+m1*mp.cos(p)**2), [0, 1e-3, 1e-2, 1e-1, mp.pi/2])
assert 0 < Kn-Lam < m1*Lam/4

# low-energy series: elliptic formula against Lagrange inversion of the contour at K
N = 6
def cut(e, z):
    e = sp.expand(e)
    return sum(e.coeff(z, k)*z**k for k in range(N+1))
def spow(e, p, z):                          # (1+e)^p truncated at z^N
    tot, term = sp.Integer(1), sp.Integer(1)
    for k in range(1, N+1):
        term = cut(term*e, z); tot += sp.binomial(p, k)*term
    return sp.expand(tot)
e = sp.expand(4*F/3-1)
ms = cut(sp.Rational(16, 3)*X*spow(e, -1, X), X)
Ks, term = sp.Integer(1), sp.Integer(1)
for k in range(1, N+1):
    term = cut(term*ms, X); Ks += (sp.binomial(2*k, k)/4**k)**2*term
ser = sp.expand(cut(Ks*spow(e, sp.Rational(-1, 2), X), X))
cf = [ser.coeff(X, k) for k in range(N+1)]
om = [sp.Integer(1), (-1+sp.I*sp.sqrt(3))/2, (-1-sp.I*sp.sqrt(3))/2]
h = 0                                       # s/r^2 around K, w = exp(i phi)
for n in range(2, N+3):
    Pn = sp.expand(sum(((w*o+sp.conjugate(o)/w)/2)**n for o in om))
    pre = -(-1)**(n//2)*(1 if n % 2 == 0 else sp.sqrt(3))
    h += pre*Pn*r**(n-2)/sp.factorial(n)
eps = sp.expand(4*h/3-1)
for k in range(N+1):
    p = sp.Rational(k+2, 2)
    ck = spow(eps, -p, r).coeff(r, k).coeff(w, 0)*sp.Rational(4, 3)**(p-1)
    assert sp.simplify(ck-cf[k]) == 0
assert cf[1:5] == [0, sp.Rational(1, 3), 0, sp.Rational(5, 27)]
lin = 2/(r3*pi)
series = lambda x, n: lin*x*sum(float(cf[k])*x**k for k in range(n+1))
assert abs(rho_contour(0.1)/series(0.1, 6)-1) < 0.1**8

# critical points of s and their Hessians
u1, u2 = sp.symbols('u1 u2')
ss = 3+2*(sp.cos(u1)+sp.cos(u2)+sp.cos(u1-u2))
gr = sp.lambdify((u1, u2), [sp.diff(ss, u1), sp.diff(ss, u2)])
he = sp.lambdify((u1, u2), sp.hessian(ss, (u1, u2)))
crit = {}
for p in np.arange(0.1, 6.2, 0.5):
    for q in np.arange(0.23, 6.2, 0.5):
        z = root(lambda y: gr(*y), [p, q], tol=1e-13).x
        if np.hypot(*gr(*z)) < 1e-10:
            key = tuple(np.round(np.r_[np.cos(z), np.sin(z)], 5)+0.0)
            crit[key] = (round(float(s_of(*z)), 6), np.linalg.det(np.array(he(*z), float)))
dets = lambda s0: [dt for sv, dt in crit.values() if sv == s0]
assert len(crit) == 6 and [len(dets(s0)) for s0 in (0, 1, 9)] == [2, 3, 1]
G0 = sum(1/(2*pi*np.sqrt(dt)) for dt in dets(0)); G9 = 1/(2*pi*np.sqrt(dets(9)[0]))
assert abs(G0-G(0.0)) < 1e-10 and abs(G9-G(3.0)) < 1e-10
assert abs(2*G0-lin) < 1e-10 and abs(6*G9-r3/(2*pi)) < 1e-10
clog = 3/(2*pi**2)
assert abs(2*sum(2/np.sqrt(-dt) for dt in dets(1))/(4*pi**2)-clog) < 1e-10
sym = lambda dl: (rho_contour(1+dl)+rho_contour(1-dl))/2
assert abs((sym(1e-3)-sym(2e-3))/np.log(2)/clog-1) < 1e-4
lead = lambda x: clog*np.log(4/abs(x-1))
full = lambda x: np.sqrt(x)*(1.5*np.log(4/abs(x-1))+0.5*np.log(x/(1+(x-1)/4)))/pi**2
for eta in (1e-3, -1e-3):
    rc = rho_contour(1+eta)
    assert abs(rc-full(1+eta)) < 1e-7
    assert abs((rc-lead(1+eta))/(eta*(0.75*np.log(4/abs(eta))+0.375)/pi**2)-1) < 1e-2
for eta in (0.1, -0.1, 0.03, -0.03):
    assert abs(rho_contour(1+eta)-full(1+eta)) < 0.05*abs(eta)**3*np.log(4/abs(eta))

# worked example
t, bond = 0.1, 2.5
vel, Ac = 1.5*t*bond, 1.5*r3*bond**2
assert abs(Ac/(pi*vel**2)/(rho_contour(1e-3)/1e-3/t**2)-1) < 1e-6
print(f"t = tp = {t} Ha = {t*EV:.4f} eV, bond d = {bond} bohr")
print(f"v = {vel:.4f} a.u., cell area = {Ac:.4f} bohr^2")
print(f"slope rho/|E| = {lin/t**2:.4f} Ha^-2 = {lin/(t*EV)**2:.6f} eV^-2")
print(f"dimensionless slope 2/(sqrt3 pi) = {lin:.6f}")
print("series coefficients x^2, x^4, x^6:", cf[2], cf[4], cf[6])
print(f"log coefficient = {clog:.6f}/t = {clog/t:.5f} Ha^-1 = {clog/t/EV:.6f} eV^-1")
print(f"edge step = {rho(3.0):.6f}/t = {rho(3.0)/t:.5f} Ha^-1 = {rho(3.0)/t/EV:.6f} eV^-1")
print(f"det Hess s at K, M, Gamma = {dets(0)[0]:.4f}, {dets(1)[0]:.4f}, {dets(9)[0]:.4f}")
print(f"G(s=0) = {G(0.0):.6f}, G(s=9) = {G(3.0):.6f}")
print(f"states per cell per spin in 0<E<t = {fill:.8f}")
print("moments <x^2n> per site, n=0..4:", " ".join(f"{q:.6f}" for q in mom))
print("E[Ha]  x  Z0  1-m  K  rho[Ha^-1]  contour[Ha^-1]")
xs = (0.2, 0.5, 0.9, 0.99, 1.01, 1.1, 2.0, 2.9)
for x in xs:
    Z0, mm, K = parts(x)
    print(f"{x*t:.3f} {x:.2f} {Z0:.6f} {mm:.5e} {K:.6f} {rho(x)/t:.6f} {rho_contour(x)/t:.6f}")
print("x  linear  to x^3  to x^5  exact [Ha^-1]  linear error [%]")
for x in (0.2, 0.5):
    print(f"{x:.2f} {series(x,0)/t:.6f} {series(x,2)/t:.6f} {series(x,4)/t:.6f} "
          f"{rho(x)/t:.6f} {100*(series(x,0)/rho(x)-1):.2f}")
print("x  leading log  improved log  exact [Ha^-1]  leading error [%]")
for x in (0.9, 0.99, 1.01, 1.1):
    print(f"{x:.2f} {lead(x)/t:.6f} {full(x)/t:.6f} {rho(x)/t:.6f} {100*(lead(x)/rho(x)-1):.2f}")
print("x  s  eps_tri[Ha]  rho_tri[Ha^-1]")
for x in (0.0, 0.5, 0.99, 2.0, 3.0):
    print(f"{x:.2f} {x*x:.4f} {(3-x*x)*t:.5f} {G(x)/t:.6f}")
for x in (0.5, 0.99):
    print(f"E = {x*t*EV:.4f} eV: rho = {rho(x)/t/EV:.6f} eV^-1 per cell per spin")
print("all assertions hold")
```

Output:

```
t = tp = 0.1 Ha = 2.7211 eV, bond d = 2.5 bohr
v = 0.3750 a.u., cell area = 16.2380 bohr^2
slope rho/|E| = 36.7553 Ha^-2 = 0.049638 eV^-2
dimensionless slope 2/(sqrt3 pi) = 0.367553
series coefficients x^2, x^4, x^6: 1/3 5/27 31/243
log coefficient = 0.151982/t = 1.51982 Ha^-1 = 0.055852 eV^-1
edge step = 0.275664/t = 2.75664 Ha^-1 = 0.101305 eV^-1
det Hess s at K, M, Gamma = 3.0000, -4.0000, 12.0000
G(s=0) = 0.183776, G(s=9) = 0.045944
states per cell per spin in 0<E<t = 0.25000000
moments <x^2n> per site, n=0..4: 1.000000 3.000000 15.000000 93.000000 639.000000
E[Ha]  x  Z0  1-m  K  rho[Ha^-1]  contour[Ha^-1]
0.020 0.20 1.209600 3.38624e-01 2.022055 0.745131 0.745131
0.050 0.50 2.109375 5.18519e-02 2.890831 2.016722 2.016722
0.090 0.90 3.600975 2.70760e-04 5.493737 5.279960 5.279960
0.099 0.99 3.960001 2.51894e-07 8.983424 9.056485 9.056485
0.101 1.01 4.040000 2.48144e-07 8.990924 9.155146 9.155146
0.110 1.10 4.400000 2.32955e-04 5.568894 5.917872 5.917872
0.200 2.00 8.000000 1.56250e-01 2.370185 3.396234 3.396234
0.290 2.90 11.600000 8.72157e-01 1.624966 2.803777 2.803777
x  linear  to x^3  to x^5  exact [Ha^-1]  linear error [%]
0.20 0.735105 0.744907 0.745124 0.745131 -1.35
0.50 1.837763 1.990910 2.012180 2.016722 -8.87
x  leading log  improved log  exact [Ha^-1]  leading error [%]
0.90 5.606424 5.280252 5.279960 6.18
0.99 9.105934 9.056486 9.056485 0.55
1.01 9.105934 9.155145 9.155146 -0.54
1.10 5.606424 5.917589 5.917872 -5.26
x  s  eps_tri[Ha]  rho_tri[Ha^-1]
0.00 0.0000 0.30000 1.837763
0.50 0.2500 0.27500 2.016722
0.99 0.9801 0.20199 4.573982
2.00 4.0000 -0.10000 0.849058
3.00 9.0000 -0.60000 0.459441
E = 1.3606 eV: rho = 0.074113 eV^-1 per cell per spin
E = 2.6939 eV: rho = 0.332820 eV^-1 per cell per spin
all assertions hold
```
